Lowest levels of a planar rotor in a static electric field, part 1

(Sections cited here and not found follow in the second part.)

A planar rotor in a static electric field: the ground state and the m = ±1 pair

**The problem**

A rigid body with moment of inertia I turns about a fixed axis. It carries a permanent electric dipole of magnitude μ in the plane of rotation, and a static uniform field F lies in the same plane. The angle between dipole and field is φ. The electronic polarizability of the body is neglected, and there is no spin. The kinetic energy is L²/(2I) with L = −iħ d/dφ, and the energy of the dipole is −μF cos φ, so

H = −B d²/dφ² − μF cos φ,  B = ħ²/(2I),

where B is an energy and the wave function is single-valued, ψ(φ + 2π) = ψ(φ).

(a) Bring Hψ = Eψ to Mathieu's equation y″ + (a − 2q cos 2x) y = 0. Give a and q, and decide which solutions are allowed.

(b) Find the energy of the ground state to second order in F.

(c) Without the field the states with angular momentum +ħ and −ħ have the same energy. Find their energies to second order in F and the states that carry these energies.

(d) Find how weak the field must be for (b) and (c) to hold, and evaluate the results for the round model values I = 1.0×10⁻⁴⁵ kg m² and μ = 1.0×10⁻²⁹ C m, at F = 1.0×10⁵ V/m and at F = 5.0×10⁵ V/m.

The abbreviations η = μF/B and ε = E/B are used throughout. Both are pure numbers.

**A tempting solution of (b) and (c)**

The free rotor has the states and energies

|m⟩ = e^{imφ}/√(2π),  E_m = B m²,  m = 0, ±1, ±2, …

because −B d²/dφ² acting on e^{imφ} returns Bm², and single-valuedness makes m an integer. The perturbation is V = −μF cos φ. With cos φ = (e^{iφ} + e^{−iφ})/2, and since (1/2π)∫e^{ikφ}dφ over a full turn is 1 for k = 0 and 0 for any other integer k,

V_{mn} = ⟨m|V|n⟩ = −μF/2 if m = n ± 1, and 0 otherwise.

All diagonal elements vanish, so there is no first-order shift. The states +1 and −1 are degenerate, and the rule for a degenerate level is to diagonalize V inside it. Their quantum numbers differ by 2, so V_{+1,−1} = 0 and the 2×2 matrix of V is zero. The argument now runs that V does not mix the two states, that each may therefore be treated alone, and that the ordinary second-order formula applies to every m:

E_m⁽²⁾ = Σ_n |V_{nm}|²/(Bm² − Bn²) = ((μF)²/(4B)) [1/(m² − (m−1)²) + 1/(m² − (m+1)²)].

The denominators are 2m − 1 and −(2m + 1), and 1/(2m−1) − 1/(2m+1) = 2/(4m² − 1), so

E_m⁽²⁾ = (μF)²/[2B(4m² − 1)].  (1)

For m = 0 this is −(μF)²/(2B). For m = +1 and m = −1 it is +(μF)²/(6B), the same for both. The conclusion is that the pair rises by (μF)²/(6B) and stays degenerate. A symmetry argument seems to confirm it: the reflection φ → −φ leaves H unchanged and turns |+1⟩ into |−1⟩, so the two should keep equal energies.

The value for m = 0 is right. The statement about the pair is wrong: neither level has the shift (μF)²/(6B), and one of the two moves down.

**Where the fault lies**

Formula (1) rests on an expansion that starts from a chosen unperturbed state, and the expansion must be solvable order by order. Let H = H₀ + λV, ψ = ψ₀ + λψ₁ + λ²ψ₂ + … and E = E⁽⁰⁾ + λE⁽¹⁾ + λ²E⁽²⁾ + …, where λ counts powers of the field and is set to 1 at the end. Equating powers of λ in Hψ = Eψ gives

(H₀ − E⁽⁰⁾)ψ₀ = 0,

(H₀ − E⁽⁰⁾)ψ₁ = (E⁽¹⁾ − V)ψ₀,

(H₀ − E⁽⁰⁾)ψ₂ = (E⁽¹⁾ − V)ψ₁ + E⁽²⁾ψ₀.

Let |a⟩ be any free state with energy E⁽⁰⁾. H₀ is Hermitian on periodic functions, so ⟨a|(H₀ − E⁽⁰⁾)|χ⟩ = 0 for every periodic χ. The right side of each equation must then be orthogonal to every such |a⟩. A non-degenerate level has one such condition per order, and it fixes the energy. The level E⁽⁰⁾ = B has two conditions per order, one for a = +1 and one for a = −1.

Take ψ₀ = |+1⟩, as the tempting solution does. At first order the conditions are E⁽¹⁾ − V_{+1,+1} = 0 and V_{−1,+1} = 0. Both hold, with E⁽¹⁾ = 0. Projecting the first-order equation on a state |n⟩ outside the pair gives (Bn² − B)⟨n|ψ₁⟩ = −V_{n,+1}, so

ψ₁ = Σ_{n≠±1} |n⟩ V_{n,+1}/(B − Bn²) + (any combination of |+1⟩ and |−1⟩).

The undetermined part inside the pair drops out of the second-order conditions, because there it is multiplied by E⁽¹⁾ or by V_{ab} with a and b in the pair, and all of these are zero. The second-order condition for a = +1 is E⁽²⁾ = ⟨+1|V|ψ₁⟩, which is formula (1). The condition for a = −1 has ⟨−1|ψ₀⟩ = 0 and so reads

0 = ⟨−1|V|ψ₁⟩ = Σ_{n≠±1} V_{−1,n} V_{n,+1}/(B − Bn²).

An intermediate n must differ by one unit from both +1 and −1, and n = 0 does. The sum has the single term

(−μF/2)(−μF/2)/(B − 0) = (μF)²/(4B),

which is not zero. The second-order equation has no solution when ψ₀ = |+1⟩. The tempting solution checked the second condition at first order and dropped it at second order, where it fails. A vanishing matrix of V inside the pair means only that first order leaves the choice of ψ₀ open.

The symmetry argument fails for a related reason. It assumes that some eigenstate of H goes over into |+1⟩ as F → 0, and the calculation above shows that none does. The reflection R, defined by Rψ(φ) = ψ(−φ), commutes with H, so the eigenstates can be taken even or odd. An even state and an odd state are each mapped onto themselves, up to a sign, and R says nothing about their energies being equal. In the free rotor the equality comes from the conservation of L: since RL = −LR, R carries an eigenstate of L with m to a different one with −m and the same energy. The field destroys this, because [L, cos φ] = iħ sin φ ≠ 0. Time reversal is here complex conjugation, which leaves cos φ and sin φ separately unchanged and so does not tie their energies together either.

**The right solution**

*(a) Mathieu's equation.* Mathieu's equation contains cos 2x where H contains cos φ, so φ must be 2x plus a constant. Take

φ = 2x + π.

Then d/dφ = (1/2) d/dx, d²/dφ² = (1/4) d²/dx² and cos φ = −cos 2x. With y(x) = ψ(φ), the equation Hψ = Eψ becomes

−(B/4) y″ + μF cos 2x · y = E y.

Moving E y to the left and multiplying by −4/B gives

y″ + (4E/B − (4μF/B) cos 2x) y = 0,

and comparison with the standard form yields

a = 4E/B = 4ε,  q = 2μF/B = 2η.  (2)

The constant π makes q positive; with φ = 2x the same steps give q = −2η.

A full turn of φ advances x by π, so the condition on ψ is y(x + π) = y(x). The solutions of Mathieu's equation with period 2π fall into four families. The products cos 2x cos rx = [cos (r−2)x + cos (r+2)x]/2 and cos 2x sin rx = [sin (r−2)x + sin (r+2)x]/2 show that the equation couples cosines only to cosines, sines only to sines, and r only to r ± 2. The solution that reduces to cos rx as q → 0 is called ce_r, with characteristic value a_r(q); the one that reduces to sin rx is se_r, with b_r(q); at q = 0 both values are r². A solution of even order contains only even r and has period π. A solution of odd order contains only odd r and changes sign under x → x + π, which would make ψ(φ + 2π) = −ψ(φ). Only the even orders are allowed:

E = (B/4) a₂ₙ(q) with ce₂ₙ,  E = (B/4) b₂ₙ₊₂(q) with se₂ₙ₊₂,  n = 0, 1, 2, …

At q = 0 the order r = 2|m| gives E = (B/4)(2m)² = Bm². The ground state is ce₀. The pair m = ±1 belongs to a₂ and b₂, and a₁ and b₁ are not levels of the rotor. Under φ → −φ the variable x = (φ − π)/2 goes to (−φ − π)/2 = −x − π, which for a function of period π is the same as −x. Hence ce is even in φ and se is odd; in particular cos 2x = −cos φ and sin 2x = −sin φ. In the convention ∫ce² dx = π over 0 to 2π, an interval of length π contributes π/2, and dφ = 2 dx makes ∫ce² dφ = π over one turn. The normalized states are ce/√π and se/√π. Question (c) is thus the question of how a₂(q) and b₂(q) behave at small q, and the tempting solution amounts to a₂ = b₂ = 4 + 4η²/6 = 4 + q²/6.

The shift φ → φ + π changes the sign of cos φ and leaves d²/dφ² alone, so it turns H(F) into H(−F). It multiplies cos kφ and sin kφ by (−1)^k and so keeps even functions even and odd functions odd. The even levels at F and −F therefore coincide, and so do the odd ones. Within one parity class the free levels are non-degenerate, so each level is an even function of η, and its expansion has only the powers η², η⁴, …

*(b) The ground state.* The level E⁽⁰⁾ = 0 has the single state |0⟩, so each order has one condition. First order gives E⁽¹⁾ = V₀₀ = 0 and ψ₁ = Σ_{n≠0}|n⟩V_{n0}/(0 − Bn²). Second order gives E⁽²⁾ = ⟨0|V|ψ₁⟩, to which n = +1 and n = −1 contribute equally:

E₀ = 2 · (μF/2)²/(0 − B) = −(μF)²/(2B),  that is ε₀ = −η²/2,  (3)

up to terms of order η⁴. The first-order equation can also be solved directly. With ψ₀ constant and ψ₁ = ηχψ₀ it reads −Bηχ″ = μF cos φ, that is −χ″ = cos φ, with the periodic solution χ = cos φ. An added constant would not matter, since ⟨0|V|0⟩ = 0. So ψ ∝ 1 + η cos φ, larger on the side where the dipole points along the field, and E⁽²⁾ = −μFη⟨cos²φ⟩ = −μFη/2, in agreement with (3). By (2), a₀ = 4ε₀ = −2η² = −q²/2. Writing E₀ = −αF²/2 defines the orientational polarizability of the ground state, α = μ²/B = 2Iμ²/ħ².

*(c) The pair.* The start of the expansion must be left open inside the degenerate level:

ψ₀ = β₊|+1⟩ + β₋|−1⟩.

The first-order conditions are Σ_b V_{ab}β_b = E⁽¹⁾β_a. All four V_{ab} vanish, so E⁽¹⁾ = 0 and the β are still free. The first-order equation is linear in ψ₀, so outside the pair ⟨n|ψ₁⟩ = Σ_b V_{nb}β_b/(B − Bn²). The second-order conditions ⟨a|V|ψ₁⟩ = E⁽²⁾β_a become an eigenvalue problem,

Σ_b W_{ab} β_b = E⁽²⁾ β_a,  W_{ab} = Σ_{n≠±1} V_{an}V_{nb}/(B − Bn²).

For a = b = +1 the intermediate states are n = 0 and n = 2:

W₊₊ = ((μF)²/4) [1/(B − 0) + 1/(B − 4B)] = (η²B/4)(1 − 1/3) = η²B/6.

For a = b = −1 they are n = 0 and n = −2, with the same result. The reflection guarantees this equality and also W₊₋ = W₋₊, but it does not make the off-diagonal element vanish. The off-diagonal element is the term found above, W₊₋ = W₋₊ = η²B/4, and it is larger than the diagonal one. The two equations are

(η²B/6)β₊ + (η²B/4)β₋ = E⁽²⁾β₊,

(η²B/4)β₊ + (η²B/6)β₋ = E⁽²⁾β₋.

Their sum is η²B(1/6 + 1/4)(β₊ + β₋) = E⁽²⁾(β₊ + β₋), and their difference is η²B(1/6 − 1/4)(β₊ − β₋) = E⁽²⁾(β₊ − β₋). One solution has β₊ = β₋ and E⁽²⁾ = 5η²B/12, the other β₊ = −β₋ and E⁽²⁾ = −η²B/12. Since e^{iφ} + e^{−iφ} = 2 cos φ and e^{iφ} − e^{−iφ} = 2i sin φ,

E_even = B + (5/12)(μF)²/B,  ψ₀ = cos φ/√π,

E_odd = B − (1/12)(μF)²/B,  ψ₀ = sin φ/√π,

Δ = E_even − E_odd = 2W₊₋ = (μF)²/(2B).  (4)

The even state lies on top. With η² = q²/4 these are a₂ = 4 + 5q²/12 and b₂ = 4 − q²/12. The value η²B/6 of the tempting solution is half the trace of W, the mean of the two shifts.

To this order Δ equals −E₀, and the parity basis shows why. Let

u₀ = 1/√(2π),  u_k = cos kφ/√π,  v_k = sin kφ/√π,  k = 1, 2, …

These are orthonormal eigenfunctions of H₀ with energies Bk². The product formulas give

cos φ · u₀ = cos φ/√(2π) = u₁/√2,

cos φ · u₁ = (1 + cos 2φ)/(2√π) = u₀/√2 + u₂/2,

cos φ · v₁ = sin 2φ/(2√π) = v₂/2,

and for k ≥ 2, cos φ · u_k = (u_{k−1} + u_{k+1})/2 and cos φ · v_k = (v_{k−1} + v_{k+1})/2. The factor 1/√2 in the second line is √(2π)/(2√π). The u and the v never mix, and within each set no two free energies coincide, so the non-degenerate formula is legitimate in each set:

u₀: (μF/√2)²/(0 − B) = −η²B/2,

u₁: (μF/√2)²/(B − 0) + (μF/2)²/(B − 4B) = η²B/2 − η²B/12,

v₁: (μF/2)²/(B − 4B) = −η²B/12.

Both members of the pair are pushed down by η²B/12 from the level |m| = 2 above them. The even member alone couples to the ground state, which is even, and the two repel each other by the same amount η²B/2, because the same squared matrix element is divided by the same gap with opposite sign. The odd member has no odd state below it. The program tests this cause directly: a basis with m = −1, 0, +1 alone already gives the splitting η²B/2, and a basis from −4 to 4 with m = 0 removed gives no splitting and the common shift −η²B/12.

For |m| ≥ 2 no n is adjacent to both m and −m, so W is diagonal and formula (1) is the correct second-order shift of both members: η²B/30 for |m| = 2 and η²B/70 for |m| = 3. The formula fails only for |m| = 1.

*(d) Range of validity.* The size of the η⁴ terms sets the range, and they follow from the exact recursion. Put ψ = Σ c_k u_k in Hψ = Eψ, divide by B and collect the coefficient of each u_k:

ε c₀ = −(η/√2) c₁,

(ε − 1) c₁ = −(η/√2) c₀ − (η/2) c₂,

(ε − k²) c_k = −(η/2)(c_{k−1} + c_{k+1}),  k ≥ 2.

For ψ = Σ c_k v_k the last line is the same, there is no c₀, and the second line is (ε − 1)c₁ = −(η/2)c₂. Define T_k = −(η/2) c_k/c_{k−1} for k ≥ 2, so that c_{k−1}/c_k = −(η/2)/T_k. Dividing the last line by c_k gives ε − k² = (η²/4)/T_k + T_{k+1}, or

T_k = (η²/4)/(ε − k² − T_{k+1}).

This is a continued fraction. Setting T_{K+1} = 0 is the same as keeping the basis up to k = K. Each deeper level carries another factor η², so a given order in η needs only a finite depth. Dividing the c₁ equation by c₁ and using the first line to remove c₀/c₁ = −η/(√2 ε) gives

even states: ε − 1 = η²/(2ε) + T₂, which is the same as ε = (η²/2)/(ε − 1 − T₂),

odd states: ε − 1 = T₂.

The second form of the even equation suits the root near 0, the first form the root near 1.

Near ε = 0 the denominator is needed to order η². There T₂ = (η²/4)/(0 − 4) = −η²/16 and ε = −η²/2 to that order, so ε − 1 − T₂ = −1 − η²/2 + η²/16 = −(1 + 7η²/16). With 1/(1 + s) = 1 − s + …,

Parts (a) to (c) are solved: the rotor equation is in Mathieu form, and to second order in F the ground state is lowered while the m = ±1 pair splits into an even state above and an odd state below. For (d) the exact recursion is in place; it remains to expand its roots to order η⁴, find how weak the field must be, and evaluate the results at the two given fields.
